\section*{Full depletion of a doped silicon film by two gates}

\section*{Question}

A flat silicon film of thickness $t$ is uniformly doped with acceptors of density $N$. It carries either two identical gates at equal voltage, one on each face, or a single gate. Each gate is separated from the film by an insulator. There is no drain bias, so one Fermi level holds throughout the film. Interface charge is neglected. The same structure describes a fin much taller than it is wide, if its top gate is ignored.

Let $\psi(x)$ be the amount by which the electron energy is lowered relative to neutral silicon with the same doping and Fermi level. This reference is used even when no part of the film is neutral. The algebra is in atomic units, in which $\psi$ is also the electrostatic potential measured from its neutral value. The relative permittivity is $\kappa$, the intrinsic density is $n_i$, and carriers obey Boltzmann statistics. Classical strong inversion begins when the electron density at a gated surface equals $N$.

In the sharp depletion model, silicon is either neutral, with $\psi=0$, or depleted, with $\psi>0$ and charge density $-N$. Electron charge is neglected in this model. A film is fully depleted when it has no neutral part.

Take $N=10^{18}\ \mathrm{cm^{-3}}$, $T=300$ K and $kT=0.02585$ eV, with the rough silicon values $\kappa=11.7$ and $n_i=10^{10}\ \mathrm{cm^{-3}}$. The product of one hartree and one bohr is $1.440$ eV nm.

\begin{enumerate}
\item[(a)] Find the surface band bending $\psi_s$ at the onset of strong inversion.
\item[(b)] Derive the greatest thickness that two gates can fully deplete at onset, and evaluate it. What happens in a thicker film, and when is a thinner film first fully depleted?
\item[(c)] Repeat the calculation for one gate when the field vanishes at the opposite face. Compare the two arrangements.
\item[(d)] Replace the sharp edge by Boltzmann carrier densities. Find the surface field of a thick film at onset, and discuss how sharp the limit in (b) is.
\item[(e)] Assess the result for a real silicon fin.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Band bending at onset}

In neutral silicon, charge balance and the equilibrium product of the carrier densities give
\begin{equation}
p_0-n_0=N,\qquad p_0n_0=n_i^2 .
\end{equation}
Since $N\gg n_i$, these become $p_0\simeq N$ and $n_0\simeq n_i^2/N$. The relative error is of order $(n_i/N)^2=10^{-16}$.

Lowering the electron energy by $\psi$ at fixed Fermi level multiplies the electron density by $e^{\psi/kT}$. The onset condition is therefore
\begin{equation}
\frac{n_i^2}{N}e^{\psi_s/kT}=N .
\end{equation}
Multiplying by $N/n_i^2$ and taking the logarithm gives
\begin{equation}
\psi_s=kT\ln\frac{N^2}{n_i^2}=2kT\ln\frac{N}{n_i}.
\end{equation}
Numerically,
\begin{equation}
\psi_s=2(0.02585\ \mathrm{eV})\ln(10^8)=0.952\ \mathrm{eV}.
\end{equation}
Half of this, $0.476$ eV, brings the surface from its neutral p-type state to the intrinsic condition. The other half makes it as strongly n-type as the neutral silicon was p-type.

\subsection*{(b) Two gates}

Put $x=0$ at the centre of the film. Poisson's equation in atomic units is $\psi''=-4\pi\rho/\kappa$. In depleted silicon $\rho=-N$, so
\begin{equation}
\psi''=\frac{4\pi N}{\kappa}.
\end{equation}
The film and its gates are symmetric, hence $\psi'(0)=0$. Two integrations give
\begin{equation}
\psi'(x)=\frac{4\pi N}{\kappa}x,\qquad
\psi(x)=\psi_0+\frac{2\pi N}{\kappa}x^2,
\end{equation}
where $\psi_0$ is the bending at the centre. Setting $\psi(t/2)=\psi_s$ gives
\begin{equation}
\psi_0=\psi_s-\frac{\pi N t^2}{2\kappa}.
\label{centre}
\end{equation}

A negative $\psi_0$ would mean a hole density above $N$ at the centre, which contradicts the assumption of depletion. The fully depleted solution therefore ends at $\psi_0=0$. Solving Eq.~\eqref{centre} for the limiting thickness gives
\begin{equation}
t_2^2=\frac{2\kappa\psi_s}{\pi N},\qquad
t_2=2W,\qquad
W=\sqrt{\frac{\kappa\psi_s}{2\pi N}} .
\label{width}
\end{equation}

For lengths in nm and energies in eV, the atomic-unit factor becomes $1.440$ eV nm. With $N=10^{-3}\ \mathrm{nm^{-3}}$,
\begin{equation}
W=\sqrt{\frac{11.7\times0.9524}
{2\pi\times10^{-3}\times1.440}}\ \mathrm{nm}
=35.1\ \mathrm{nm}.
\end{equation}
Thus
\begin{equation}
t_2=70.2\ \mathrm{nm}=702\ \text{\AA}.
\end{equation}

\paragraph{A thicker film.}
If $t>t_2$, a neutral core remains. The potential is constant in the core, and there is no sheet charge at its edge, so both $\psi$ and $\psi'$ vanish there. At distance $s$ from the edge into the depleted layer, $\psi=2\pi Ns^2/\kappa$. This reaches $\psi_s$ at $s=W$. Each gate depletes a layer of thickness $W$, and the core has thickness $t-2W$.

\paragraph{A thinner film.}
If $t<t_2$, the neutral core disappears before onset. Setting $\psi_0=0$ while leaving the surface bending free gives the value at which this happens:
\begin{equation}
\psi_{\mathrm{full}}=\frac{\pi Nt^2}{2\kappa}
=\psi_s\left(\frac{t}{2W}\right)^2 .
\end{equation}
For $t=W$ this is one quarter of $\psi_s$. When the surface later reaches onset, Eq.~\eqref{centre} gives $\psi_0=\tfrac34\psi_s=0.714$ eV, so the whole film then lies well above the neutral potential.

\paragraph{Field and doping.}
At the limiting thickness the surface field has magnitude
\begin{equation}
F=\frac{4\pi NW}{\kappa}=\frac{2\psi_s}{W},
\end{equation}
where the second form follows from $\psi_s=2\pi NW^2/\kappa$. Its value is $2(0.9524)/35.09=0.0543$ V/nm, or $0.543$ MV/cm. The insulator thickness affects the gate voltage needed to reach onset, but it does not enter $t_2$. Heavier doping reduces $t_2\propto\sqrt{\ln(N/n_i)/N}$ whenever $\ln(N/n_i)>1$, because the added charge then outweighs the increase in band bending.

\subsection*{(c) One gate}

Measure $y$ from the ungated face, where $\psi'=0$. Integrating the same Poisson equation gives
\begin{equation}
\psi(y)=\psi_b+\frac{2\pi N}{\kappa}y^2 ,
\end{equation}
with $\psi_b$ the bending at that face. At the gated surface, $\psi(t)=\psi_s$, so
\begin{equation}
\psi_b=\psi_s-\frac{2\pi Nt^2}{\kappa}
=\psi_s\left[1-\left(\frac{t}{W}\right)^2\right].
\end{equation}
Full depletion ends at $\psi_b=0$, hence
\begin{equation}
t_1=W=35.1\ \mathrm{nm}=351\ \text{\AA},\qquad
\frac{t_2}{t_1}=2 .
\end{equation}
The comparison holds doping, temperature and surface bending fixed. The factor of two has a direct geometrical origin: the centre plane of the two-gate film has zero field, so each half is a one-gate film with a field-free back face. In a film of thickness $2W$, one gate leaves half the thickness neutral. A charged back interface or a biased substrate would impose a field at the back face, and the factor of two would then no longer follow.

The sharp model was also solved by finite differences with the depletion edge left free. Two gates on a film of thickness $3W$ depleted $69.75$ nm, with a mesh spacing of $0.263$ nm. One gate on a film of thickness $2W$ depleted $35.01$ nm, with a spacing of $0.175$ nm. Both results agree with the formulas to within two mesh spacings.

\subsection*{(d) How sharp is the limit?}

Define $u=\psi/kT$, $u_s=\psi_s/kT$ and the Debye length
\begin{equation}
L=\sqrt{\frac{\kappa kT}{4\pi N}}=4.09\ \mathrm{nm}.
\end{equation}
The hole density is $Ne^{-u}$. The electron density is $Ne^{u-u_s}$, since it equals $N$ at the surface. With distance $\xi$ measured in units of $L$, Poisson's equation becomes
\begin{equation}
u''=1-e^{-u}+e^{u-u_s}.
\label{pb}
\end{equation}
The three terms come from acceptors, holes and electrons. The residual charge at $u=0$, of relative size $e^{-u_s}=10^{-16}$, is negligible.

For a film thick enough to retain a neutral interior, multiply Eq.~\eqref{pb} by $u'$ and integrate from $u=u'=0$:
\begin{equation}
\frac{(u')^2}{2}=u+e^{-u}-1+e^{u-u_s}-e^{-u_s}.
\end{equation}
At $u=u_s$ the exponentials $e^{-u_s}$ cancel, as do $-1$ and $+1$. Therefore
\begin{equation}
u'_s=\sqrt{2u_s}.
\end{equation}
Equation~\eqref{width} and the definition of $L$ give $W/L=\sqrt{2u_s}$. Restoring units,
\begin{equation}
F=\frac{kT}{L}u'_s=\frac{kT\,W}{L^2}=\frac{4\pi NW}{\kappa}.
\end{equation}
This is the surface field of the sharp model. By Gauss's law the total charge per gate also agrees, but its composition differs. Numerical integration gives a missing-hole charge equivalent to $34.61$ nm of fully depleted silicon and an electron charge equivalent to $0.49$ nm. Relative to the sharp edge at depth $W$, holes equivalent to about $2.5$ nm remain inside it, while about $2.0$ nm are missing beyond it. The small electron contribution makes up the difference.

In a finite film the hole density changes smoothly, so the word ``fully'' needs a convention. At $t_2$ the integration gives a centre hole density of $0.17N$. Other criteria, with the surface still held at onset, give:
\begin{center}
\begin{tabular}{cc}
Centre hole density & Film thickness (nm)\\
\hline
$0.50N$ & 75.8\\
$0.10N$ & 68.9\\
$0.01N$ & 65.7
\end{tabular}
\end{center}
The sharp limit of 70 nm thus marks a crossover about 10 nm wide between the $50\%$ and $1\%$ criteria. A requirement of at most $1\%$ holes at the centre reduces the permitted thickness by about $6\%$ relative to $t_2$. These figures treat the acceptors as a uniform charge. Their mean spacing $N^{-1/3}=10$ nm exceeds $L$, so the profiles describe an average over dopant positions at best, not the local edge in a real film.

\subsection*{(e) A real silicon fin}

A doping of $10^{18}\ \mathrm{cm^{-3}}$ is roughly typical of the channel of a scaled bulk transistor, but high for a modern fin, whose channel is usually lightly doped. Modern fins are also roughly 10 nm wide or less, far below the 70 nm limit. Depletion of the dopants therefore does not by itself set so small a width. For the doped film at its limiting thickness, the classical onset also neglects electron confinement at the surface. For a (100) face and a triangular well with a hard wall and the field held at $0.543$ MV/cm, the lowest level lies $0.116$ eV above the surface band edge. At the same bending, the quantum sheet density is $0.044$ of the classical one. Restoring the classical sheet density requires an extra bending
\begin{equation}
\Delta\psi=kT\ln\frac{1}{0.044}\simeq0.081\ \mathrm{eV},
\end{equation}
which raises $t_2$ by about $2.9$ nm. These figures depend on the model of the well: the curved depletion potential with a finite oxide barrier of $3.1$ eV (oxide mass $0.5$) gives a ratio of about $0.066$ and a shift of about $2.65$ nm. A fin with another sidewall orientation has different effective masses; for the common (110) sidewall the hard-wall triangular estimate gives about $3.6$ nm.

Other corrections, taken one at a time, are as follows.
\begin{itemize}
\item A rough gap narrowing of $0.03$ eV lowers $t_2$ by $1.1$ nm.
\item A simple boron model with a $0.045$ eV level leaves $66\%$ of the acceptors ionized in neutral silicon. The neutral hole density, and with it the required bending, is then lower, and $t_2$ falls by $0.4$ nm. Acceptors in the depleted region are still taken as fully ionized. This shift refers to the sharp limit only; with local ionization in the smooth equation of (d), the thickness for $0.10N$ holes at the centre rises by about $0.8$ nm instead.
\item Hole degeneracy changes $t_2$ by about $0.01$ nm.
\item At 400 K, with the gap held fixed, the larger intrinsic density lowers the onset bending to $0.867$ eV and $t_2$ to $67.0$ nm. The gap of real silicon shrinks on heating, which lowers these further to about $0.84$ eV and $66$ nm.
\end{itemize}

Discrete dopants matter more locally. A cube of side $W$ contains 43 acceptors on average. For independent random positions the relative spread in number is $1/\sqrt{43}\simeq15\%$. Since $W\propto N^{-1/2}$ when the logarithm is held fixed, the count alone suggests a spread in depletion width of about $8\%$. Weighting each acceptor by its depth, as its contribution to the bending requires, gives $1/\sqrt{3\times43}\simeq9\%$. This is an estimate for a region of that size, not for the average over a long fin.

Oxide breakdown does not prevent this state from being reached under the stated conditions. For an oxide of relative permittivity $3.9$, continuity of electric displacement gives an oxide field of $0.543\times11.7/3.9=1.63$ MV/cm, below a rough breakdown strength of 10 MV/cm. In the film, the surface conduction edge lies $1.12-0.952=0.168$ eV above the valence edge of neutral silicon. Without drain bias, these band edges do not overlap, so elastic tunnelling between them is closed in this model. Drain bias can change that conclusion.

\section*{Calculated quantities}
\begin{verbatim}
Acceptor density: 1.0e+18 cm^-3
Temperature: 300 K
Intrinsic density, rough: 1.0e+10 cm^-3
Silicon relative permittivity, rough: 11.7
Thermal energy: 0.02585 eV
Fermi energy offset from midgap level: 0.4762 eV
Onset band bending: 0.9524 eV
One-gate limit: 35.09 nm = 350.9 angstrom
Two-gate limit: 70.19 nm = 701.9 angstrom
Free-boundary one-gate depletion: 35.01 nm
Free-boundary two-gate depletion: 69.75 nm
Free-boundary mesh, one gate: 0.175 nm
Free-boundary mesh, two gates: 0.263 nm
Center bending for film thickness W: 0.7143 eV
Surface field at the limit: 0.543 MV/cm
Debye length: 4.088 nm
Thick film, missing-hole width per gate: 34.61 nm
Thick film, electron-equivalent width: 0.49 nm
Center holes / doping at two-gate limit: 0.171
Thickness for center holes 50%: 75.78 nm
Thickness for center holes 10%: 68.92 nm
Thickness for center holes 1%: 65.73 nm
Integrator convergence shift: 7.6e-07 nm
Valence state density, rough: 3.0e+19 cm^-3
Hole degeneracy bending shift: 0.00030 eV
Hole degeneracy thickness shift: 0.011 nm
Boron level, rough: 0.045 eV
Neutral ionized fraction, simple model: 0.664
Ionization bending shift: -0.0106 eV
Ionization thickness shift: -0.39 nm
Gap narrowing, rough: 0.030 eV
Gap-narrowing thickness shift: -1.11 nm
Electron masses, rough: 0.92, 0.19 m_e
Triangular-well ground energy: 0.1159 eV
Quantum/classical sheet density: 0.044
Same ratio at field/1000: 0.9958
Confinement bending shift: 0.0809 eV
Confinement thickness shift: 2.92 nm
Intrinsic density at 400 K: 3.46e+12 cm^-3
Onset bending at 400 K: 0.8668 eV
Two-gate limit at 400 K: 66.96 nm
Mean dopants in a cube of side W: 43.2
Relative dopant-number spread: 15.2%
Linear thickness spread estimate: 7.6%
Oxide relative permittivity, rough: 3.9
Oxide field: 1.63 MV/cm
Oxide breakdown strength, rough: 10 MV/cm
Silicon gap, rough: 1.12 eV
Gap minus onset bending: 0.1676 eV
\end{verbatim}
